# Magnetic Depopulation of Subbands in a Parabolic Two-Dimensional Wire

## 1. Why two simple counts fail

Take the wire of section 7, which has six occupied subbands at zero field, and apply 1 T perpendicular to its plane. If the field is ignored, the count stays at six. If the confinement is ignored and Landau levels are counted instead, the wire appears to have seven occupied levels, more than it had without the field. The correct count is five.

The count goes wrong because confinement and field act on the same coordinate, and neither may be dropped when their frequencies are comparable. For a parabolic wire the combined problem can be solved in closed form.

## 2. The model

Electrons of charge $-e$ and effective mass $m$ move in the $xy$ plane, free along $x$ and confined along $y$ by
$$V(y)=\tfrac12 m\omega_0^2y^2 .$$
The field $B\ge 0$ points along $z$. We assume one level of motion normal to the plane, an isotropic parabolic band, no disorder and no Zeeman splitting. Interactions enter only through the given potential $V$, which does not change with $B$. Each orbital state holds two spins.

Choose the vector potential $\mathbf A=(-By,0,0)$. Its curl has the $z$ component $\partial_xA_y-\partial_yA_x=B$, as required. For charge $-e$ the kinetic momentum is $\mathbf p+e\mathbf A$, so
$$H=\frac{(p_x-eBy)^2}{2m}+\frac{p_y^2}{2m}+\frac12m\omega_0^2y^2 .$$
The coordinate $x$ does not appear. Hence $p_x$ commutes with $H$, and the eigenfunctions can be taken as $\psi=e^{ikx}\varphi(y)$, with $p_x$ replaced by $\hbar k$.

## 3. Completing the square

Define $\omega_c=eB/m$. The first term of $H$ expands to
$$\frac{(\hbar k-eBy)^2}{2m}=\frac{\hbar^2k^2}{2m}-\omega_c\hbar k\,y+\frac12m\omega_c^2y^2 .$$
The field thus supplies a parabola of its own. Adding the confinement gives the total potential for the motion along $y$,
$$U_k(y)=\frac12m\Omega^2y^2-\omega_c\hbar k\,y+\frac{\hbar^2k^2}{2m},\qquad \Omega=\sqrt{\omega_0^2+\omega_c^2}.$$
To absorb the linear term, set
$$Y_k=\frac{\omega_c\hbar k}{m\Omega^2}.$$
Then $\omega_c\hbar k\,y=m\Omega^2Y_ky$, and
$$U_k=\frac12m\Omega^2(y-Y_k)^2-\frac12m\Omega^2Y_k^2+\frac{\hbar^2k^2}{2m}.$$
The subtracted constant is $\frac12m\Omega^2Y_k^2=\frac{\hbar^2k^2}{2m}\frac{\omega_c^2}{\Omega^2}$. Since $1-\omega_c^2/\Omega^2=\omega_0^2/\Omega^2$,
$$U_k=\frac12m\Omega^2(y-Y_k)^2+\frac{\hbar^2k^2}{2m}\frac{\omega_0^2}{\Omega^2}.$$

What remains is an oscillator of frequency $\Omega$ centred at $Y_k$. Its levels follow from the operator
$$a=\sqrt{\frac{m\Omega}{2\hbar}}\left(y-Y_k+\frac{ip_y}{m\Omega}\right).$$
From $[y,p_y]=i\hbar$ one finds $[a,a^\dagger]=1$, and the oscillator energy is $\hbar\Omega(a^\dagger a+\frac12)$. If $a^\dagger a$ has eigenvalue $\nu$ in a normalized state, then $a$ lowers it by one, and the squared norm of the lowered state is $\nu\ge0$. Repeated lowering would reach negative values unless it stops at $\nu=0$, so $\nu$ is a non-negative integer. The condition $a\varphi=0$ is a first-order differential equation with one normalizable solution, a Gaussian, and $a^\dagger$ builds the other levels from it. Therefore
$$\boxed{E_n(k)=\hbar\Omega\left(n+\tfrac12\right)+\frac{\hbar^2k^2}{2M},\qquad M=m\frac{\Omega^2}{\omega_0^2}},\quad n=0,1,2,\dots$$

At equal $k$, neighbouring subbands are separated by
$$E_{n+1}(k)-E_n(k)=\hbar\sqrt{\omega_0^2+\omega_c^2},$$
whatever $n$ and $k$ are. Its derivative with respect to $B$ is $\hbar(e/m)\,\omega_c/\Omega$, which is positive for $B>0$.

## 4. What the field does to the motion

The same frequency appears in Newton's equations, which need no vector potential. The force $-e\mathbf v\times\mathbf B$ and the confinement give
$$m\dot v_x=-eBv_y,\qquad m\dot v_y=eBv_x-m\omega_0^2y .$$
The first equation says that $P=mv_x+eBy$ is constant. Inserting $v_x=P/m-\omega_cy$ into the second gives
$$\ddot y=\omega_c\frac Pm-(\omega_c^2+\omega_0^2)y=-\Omega^2(y-Y),\qquad Y=\frac{\omega_cP}{m\Omega^2}.$$
Both restoring forces are linear in $y$, so their force constants add. This is why the squares of the frequencies add, and not the frequencies.

Averaged over a period, $y$ equals $Y$, and the drift velocity is
$$\bar v_x=\frac Pm-\omega_cY=\frac Pm\frac{\omega_0^2}{\Omega^2}=\frac PM .$$
With $P=\hbar k$ this equals the quantum group velocity $\hbar^{-1}dE_n/dk=\hbar k/M$. The mass $M$ is large in a strong field because the electron mostly circles and drifts slowly. States with opposite $k$ have centres on opposite sides of the wire.

Two limits confirm the formula. For $B\to0$ we have $\Omega\to\omega_0$, $M\to m$ and $Y_k\to0$, which are the subbands of the plain wire. The first correction to the spacing is quadratic in the field:
$$\hbar\Omega\simeq\hbar\omega_0\left(1+\frac{\omega_c^2}{2\omega_0^2}\right),\qquad \omega_c\ll\omega_0 .$$
For $\omega_c\gg\omega_0$ the spacing tends to $\hbar\omega_c$ and $Y_k\to\hbar k/(eB)$. The $k$-dependent energy becomes
$$\frac{\hbar^2k^2}{2m}\frac{\omega_0^2}{\omega_c^2}=\frac12m\omega_0^2Y_k^2 .$$
These are Landau levels lifted by the confinement at the orbit centre.

## 5. Depopulation at fixed Fermi energy

Let a reservoir hold the Fermi energy at $E_F$, measured from the minimum of $V$. Each subband has its lowest energy at $k=0$, so at zero temperature subband $n$ is occupied if
$$\hbar\Omega\left(n+\tfrac12\right)<E_F .$$
The left side grows with $B$. A subband that has emptied therefore stays empty as the field rises, and no new one fills. The threshold is $\hbar\Omega=E_F/(n+\frac12)$. Squaring it and solving for $\omega_c=eB/m$ gives
$$B_n=\frac{m}{e\hbar}\sqrt{\left(\frac{E_F}{n+1/2}\right)^2-(\hbar\omega_0)^2}.$$
The root is real and positive if the subband was occupied at $B=0$. Because $B_n$ decreases with $n$, the highest subband empties first.

The threshold can also be written as
$$n+\frac12=\frac{E_F}{\hbar\sqrt{\omega_0^2+\omega_c^2}} .$$
Plotted against $1/B$, the quantity $n+\frac12$ follows the straight Landau line at high field and bends over to the finite value $E_F/\hbar\omega_0$ at low field. Equivalently, $B_n^2$ is linear in $(n+\frac12)^{-2}$, with intercept $-(m\omega_0/e)^2$. Reading $\omega_0$ from such a plot requires fixed $E_F$, a rigid parabola and a known mass.

## 6. What changes at fixed density

An isolated wire keeps its electrons, and $E_F$ must then adjust. With periodic length $L$, the allowed $k$ are spaced by $2\pi/L$. A subband filled from $-k_n$ to $k_n$ holds $2\cdot 2k_nL/(2\pi)$ electrons, spin included, so the line density is
$$n_1=\frac2\pi\sum_n k_n,\qquad k_n=\frac{\sqrt{2M[E_F-\hbar\Omega(n+\frac12)]}}{\hbar},$$
summed over occupied subbands.

**Many subbands.** The energies $\hbar\Omega(n+\frac12)$ are midpoints of cells of width $\hbar\Omega$, so the sum approaches an integral:
$$\sum_n\sqrt{E_F-\hbar\Omega(n+\tfrac12)}\simeq\frac1{\hbar\Omega}\int_0^{E_F}\!\sqrt{E_F-E}\,dE=\frac{2E_F^{3/2}}{3\hbar\Omega}.$$
Multiplying by $2\sqrt{2M}/(\pi\hbar)$ and using $\sqrt M/\Omega=\sqrt m/\omega_0$,
$$n_1\simeq\frac{4\sqrt{2m}\,E_F^{3/2}}{3\pi\hbar^2\omega_0}.$$
The field has dropped out. There are fewer subbands, but on average each holds more electrons because $M$ is larger. To this order, and as long as many subbands remain occupied at the field in question, fixed density and fixed Fermi energy are the same condition.

**Few subbands.** When subband $n\ge1$ is about to empty, $E_F=\hbar\Omega(n+\frac12)$. The occupied subbands then lie below $E_F$ by $\hbar\Omega,2\hbar\Omega,\dots,n\hbar\Omega$. With $S_n=\sum_{j=1}^n\sqrt j$ and $\sqrt M=\sqrt m\,\Omega/\omega_0$,
$$n_1=\frac{2}{\pi}\,\frac{\Omega}{\omega_0}\,\frac{\sqrt{2m\hbar\Omega}}{\hbar}\,S_n .$$
At $B=0$ the density is
$$n_1=\frac2\pi\frac{\sqrt{2m\hbar\omega_0}}\hbar R,\qquad R=\sum_j\sqrt{\frac{E_F(0)}{\hbar\omega_0}-j-\frac12}.$$
Equating the two gives
$$\left(\frac{\Omega}{\omega_0}\right)^{3/2}=\frac{R}{S_n},\qquad \hbar\Omega=\hbar\omega_0\left(\frac R{S_n}\right)^{2/3}.$$
The density needed to reach subband $n$ grows as $\Omega^{3/2}$, so here too an emptied subband stays empty. The lowest subband is different: at fixed density it must hold the remaining electrons and never empties, whereas at fixed $E_F$ it empties at $B_0$.

## 7. A worked wire

Take the round values $m=0.07\,m_e$, $\hbar\omega_0=2$ meV and $E_F=12$ meV. They lie in the regime of a split-gate wire in a high-mobility semiconductor heterostructure. The classical width at $E_F$ is 161.6 nm.

At zero field the subband bottoms are 1, 3, 5, 7, 9 and 11 meV, so six are occupied. The cyclotron energy is 1.654 meV per tesla. At 1 T,
$$\hbar\Omega=\sqrt{2^2+1.654^2}=2.595\ \text{meV}.$$
The fifth bottom is at $4.5\times2.595=11.68$ meV and the sixth at 14.27 meV, so five remain. Landau levels alone would have bottoms at $1.654(n+\frac12)$ meV, seven of them below 12 meV, which is the false count of section 1.

At 2 T the spacing is 3.865 meV, the mass ratio is $M/m=(3.865/2)^2=3.735$, and three subbands are occupied. A state with $k=0.10$ nm$^{-1}$ is centred 24.1 nm from the axis and moves at $4.43\times10^4$ m/s, slower by the factor 3.735 than at zero field with the same $k$.

For the highest subband, $n=5$, the threshold is $\hbar\Omega=12/5.5=2.182$ meV. Hence
$$B_5=\frac{\sqrt{2.182^2-2^2}}{1.654}=0.527\ \text{T}.$$
The Landau formula would give $2.182/1.654=1.32$ T, too high by a factor of 2.5. The full sequence, in tesla, is:

| $n$ | fixed $E_F$ | fixed density |
|---|---|---|
| 5 | 0.527 | 0.593 |
| 4 | 1.067 | 1.132 |
| 3 | 1.684 | 1.781 |
| 2 | 2.638 | 2.841 |
| 1 | 4.684 | 5.424 |
| 0 | 14.461 | never |

The first column was tested by diagonalizing the original Hamiltonian on a grid in $y$: at fields 1% below and 1% above each $B_n$, the number of occupied subbands was $n+1$ and $n$.

For the second column, $R=\sqrt{5.5}+\sqrt{4.5}+\dots+\sqrt{0.5}=9.850$. With $n=1$ and $S_1=1$, $\hbar\Omega=2\times9.850^{2/3}=9.19$ meV. The field is $\sqrt{9.19^2-2^2}/1.654=5.42$ T, and the Fermi energy there has risen to $1.5\times9.19=13.79$ meV.

The fixed-density fields are 6 to 16% higher. At each $B_n$ the wire at fixed $E_F$ holds fewer electrons than at $B=0$; restoring them raises $E_F$ and postpones the emptying. The many-subband formula gives 0.3781 nm$^{-1}$, close to the true zero-field density of 0.3801 nm$^{-1}$. At 2 T and fixed $E_F$ the density is 0.3793 nm$^{-1}$, although half the subbands have gone. So close an agreement is partly an accident of the chosen field: up to $B_3$ the density departs from its zero-field value by as much as 0.021 nm$^{-1}$, or 6%. The near-cancellation weakens further when few subbands remain: up to $B_1$ the density changes by as much as 0.071 nm$^{-1}$, or 19% of its zero-field value.

## 8. How far a real wire departs from this

**Temperature and disorder.** The derivative $-df/dE$ of the Fermi function is proportional to $\cosh^{-2}[(E-E_F)/2k_BT]$. Its full width at half height is $4\,\mathrm{arccosh}(\sqrt2)\,k_BT=3.53\,k_BT$, or 0.304 meV at 1 K. A subband bottom rises at the rate
$$\frac{dE_n(0)}{dB}=\left(n+\tfrac12\right)\frac{\hbar e}{m}\frac{\omega_c}{\Omega},$$
which is 3.6 meV/T for $n=5$ at $B_5$. The thermal width of that step is thus 0.084 T, well below the 0.54 T to the next. The thermal width reaches the zero-field spacing of 2 meV near 7 K; the steps at the highest fields, where the spacing is larger, survive to higher temperatures. At 300 K, $k_BT=25.9$ meV exceeds $E_F$ itself, and no steps survive.

For a rough mobility of $10^6$ cm$^2$/Vs and a quantum lifetime ten times shorter than the transport lifetime, the disorder broadening is about 0.2 meV, somewhat below the thermal width at 1 K.

**Spin and band shape.** With a rough $g$ factor of 0.5, Zeeman splitting separates the two spin thresholds by 0.004 T for $n=5$ but by 0.5 T for $n=0$, more than that step's thermal width of 0.37 T. Exchange, which can enlarge the splitting, is not included. For a rough gap of 1.5 eV, the scale of band nonparabolicity is $E_F$ divided by the gap, or 0.8%. The high-field thresholds rise by about this fraction, some 0.1 T for $n=0$. The field $B_5$ is more sensitive, because $\omega_c$ is a small part of $\Omega$ there, and in a two-band estimate it rises by about 2%.

**Wall shape.** Let a quartic term raise $V$ by 10% at the zero-field classical edge, with $E_F$ held fixed. Then $B_5$ falls from 0.527 to 0.431 T, while $B_1$ changes by 0.001 T. The reason is the width of the states. In an oscillator the mean potential energy is half the total, so at $k=0$
$$\langle y^2\rangle=\frac{\hbar(n+\frac12)}{m\Omega}=\frac{\hbar^2(n+\frac12)^2}{mE_F}\quad\text{at }B=B_n .$$
The state that empties at $B_1$ is narrower than the one at $B_5$ by the factor $11/3\approx3.7$, and the last state by the factor eleven; these states hardly sample the outer wall. The inferred frequency suffers less than the field $B_5$ itself: with $E_F$ and $m$ known, the parabolic formula applied to the shifted $B_5$ returns $\hbar\omega_0=\sqrt{2.182^2-(1.654\times0.431)^2}=2.06$ meV instead of 2 meV, an error of 3%.

**A potential that moves.** In a split-gate wire the parabola stands for the gates and the electrons together. At fixed $E_F$ the field changes the charge in the wire, and that charge changes the potential. The energy scale is $e^2\Delta n_1/(4\pi\epsilon_0\epsilon_r)$, up to a factor set by the geometry. With a rough $\epsilon_r=13$ it is about 2 meV for fields up to $B_3$ and about 8 meV up to $B_1$. These figures use the charge change of the rigid potential, so they measure how strongly electrostatics resists that change, not how far the potential moves. If the parabola shifts as a whole, its shift at a threshold cannot exceed the rise of $E_F$ at fixed density, which is 0.46 meV for $n=3$ and 1.79 meV for $n=1$. The charging scale is several times larger than these, so a real wire should lie nearer to the fixed-density column, at the low-field thresholds as well as the high ones. How near requires a self-consistent calculation, in which the shape of the potential changes too. At high field this is the largest of the neglected effects estimated here. The emptying of the last subband at 14.5 T belongs to the rigid potential and should not be taken as a prediction for a device.

**A metal line.** Consider a sheet-like metal wire 20 nm wide with $E_F=10$ eV and the free-electron mass. Matching the classical width gives $\hbar\omega_0=123.5$ meV and $E_F/\hbar\omega_0=81.0$. At 10 T the cyclotron energy is 1.158 meV, and the ratio $E_F/\hbar\Omega$ falls by
$$81.0\times\frac12\left(\frac{1.158}{123.5}\right)^2=0.0036 .$$
Lowering it by one would take 169 T. A shift of 0.0036 of a spacing is 0.4 meV, far below both $k_BT$ at room temperature and the 31 meV broadening for a 40 nm mean free path. A real interconnect has hard walls and many levels of motion through its thickness, so these figures give a scale only. They indicate that magnetic depopulation is a matter for dilute, clean, cold wires, and that the magnetoresistance of a metal line at laboratory fields has to be sought in other mechanisms. The computed values used here are collected in the numerical output below.

## Table of computed values

```
Mass 0.07 m_e; hbar w0 2.0 meV; E_F 12.0 meV
hbar wc per tesla: 1.6538 meV/T
Classical full width at E_F: 161.6 nm
Largest spectrum error, grid vs formula: 1.9e-12 meV
B (T) | hbar wc (meV) | hbar W (meV) | M/m | occupied
0 | 0.000 | 2.000 | 1.000 | 6
1 | 1.654 | 2.595 | 1.684 | 5
2 | 3.308 | 3.865 | 3.735 | 3
5 | 8.269 | 8.508 | 18.095 | 1
At 2 T, k = 0.10 /nm: centre Y = 24.10 nm
Same state: velocity 4.428e+04 m/s
Emptying fields (T): n | fixed E_F | fixed density | quartic wall
5 | 0.527 | 0.593 | 0.431
4 | 1.067 | 1.132 | 1.037
3 | 1.684 | 1.781 | 1.673
2 | 2.638 | 2.841 | 2.635
1 | 4.684 | 5.424 | 4.683
0 | 14.461 | never | 14.461
Quartic wall: V raised by 10% at the B=0 classical edge
Line density at B=0: 0.3801 /nm
Line density, many-subband formula: 0.3781 /nm
Line density at 2 T, fixed E_F: 0.3793 /nm
Same by counting states: 0.3794 /nm
E_F at fixed density, 5.424 T: 13.79 meV
Rough inputs: T 1.0 K, g 0.5, mobility 1e+06 cm2/Vs
Rough inputs: transport/quantum lifetime 10, gap 1.5 eV, eps_r 13
Thermal full width at 1 K: 0.304 meV
kT at 300 K: 25.9 meV
Disorder broadening hbar/tau_q: 0.165 meV
Band nonparabolicity scale E_F/gap: 0.0080
n | thermal width of step (T) | Zeeman splitting of step (T)
5 | 0.084 | 0.004
1 | 0.126 | 0.056
0 | 0.369 | 0.508
Up to 1.68 T: max density change 0.0210 /nm, Coulomb scale 2.3 meV
Up to 4.68 T: max density change 0.0714 /nm, Coulomb scale 7.9 meV
Metal-like: E_F 10 eV, width 20 nm, path 40 nm, mass m_e
Metal-like: hbar w0 123.5 meV, E_F/(hbar w0) 81.0
Metal-like: hbar wc at 10 T 1.158 meV
Metal-like: drop of E_F/(hbar W) at 10 T: 0.0036
Metal-like: field to lower E_F/(hbar W) by one: 169 T
Metal-like: broadening hbar v/path 30.9 meV
```
